# The Velocity Operator with Nonlocal Pseudopotentials Is Not p/m

An insulating crystal is placed in a weak, uniform electric field, and its dielectric constant is wanted. The field couples to the position $x$ of each electron, but $x$ grows without limit across a crystal and cannot be applied directly to a Bloch state. The matrix elements of $x$ between states of different energy are therefore obtained from those of the velocity. It is tempting to take the velocity to be $p/m$. If the ion cores are described by nonlocal pseudopotentials, is that still right?

Atomic units are used in the algebra, $\hbar=m=e=1$, and numbers are given in eV and angstrom. The electrons are independent and nonrelativistic, and move in one dimension. The field enters as a scalar potential, a function of $x$, and leaves the nonlocal potential unchanged.

## A counter-example

Take one electron in an oscillator of frequency $\omega_0$, with ground state $\phi_0$ and first excited state $\phi_1$, and add a separable potential:

$$H=\frac{p^2}{2}+\frac{\omega_0^2x^2}{2}+V_{nl},\qquad V_{nl}=D\,|\phi_1\rangle\langle\phi_1| .$$

This has the form of a pseudopotential projector acting on odd functions. Since $\langle\phi_1|\phi_n\rangle=0$ for $n\neq1$, every oscillator state remains an eigenstate. The energy of $\phi_1$ shifts by $D$ and no other energy changes. The excitation energy from $\phi_0$ to $\phi_1$ is therefore

$$\Omega=\omega_0+D ,$$

and $\phi_0$ is the ground state as long as $\Omega>0$.

The ground state is proportional to $e^{-\omega_0x^2/2}$, and $x\phi_0=\phi_1/\sqrt{2\omega_0}$. Hence $x$ connects $\phi_0$ to $\phi_1$ alone, with

$$x_{10}=\frac{1}{\sqrt{2\omega_0}} .$$

For the momentum, $p\phi_0=-i\,d\phi_0/dx=i\omega_0x\phi_0$, so

$$p_{10}=i\omega_0x_{10}.$$

Now consider the actual motion. In a superposition of $\phi_0$ and $\phi_1$ the mean position oscillates at the frequency $\Omega$, the energy difference of the two states. The matrix element of the rate of change of position is thus $i\Omega x_{10}$, whereas $p_{10}$ contains $\omega_0$. The missing part is supplied by the commutator of $V_{nl}$ with $x$:

$$i\langle\phi_1|[V_{nl},x]|\phi_0\rangle
=iD\big(\langle\phi_1|x|\phi_0\rangle-\langle\phi_1|x|\phi_1\rangle\langle\phi_1|\phi_0\rangle\big)=iDx_{10}.$$

Adding it to $p_{10}$ gives $i(\omega_0+D)x_{10}=i\Omega x_{10}$, as required.

**Polarizability.** Let a uniform force $F$ act, so that $-Fx$ is added to $H$. With $\Delta_n=E_n-E_0$, first-order perturbation theory mixes state $n$ into the ground state with coefficient $Fx_{n0}/\Delta_n$. The mean position changes by $\alpha F$, where

$$\alpha=2\sum_{n\ne0}\frac{|x_{n0}|^2}{\Delta_n}. \tag{1}$$

Here one term survives, and

$$\alpha=\frac{2}{\Omega}\,\frac{1}{2\omega_0}=\frac{1}{\omega_0\Omega}.$$

Someone who takes $p$ for the velocity replaces $|x_{10}|$ by $|p_{10}|/\Omega=(\omega_0/\Omega)|x_{10}|$ and finds

$$\alpha_p=\left(\frac{\omega_0}{\Omega}\right)^2\alpha .$$

**Strength sums.** Define the sum of oscillator strengths with the true velocity, and the same sum with $p$:

$$S_v=2\sum_{n\neq0}\frac{|v_{n0}|^2}{\Delta_n},\qquad S_p=2\sum_{n\neq0}\frac{|p_{n0}|^2}{\Delta_n}. \tag{2}$$

For a local potential both equal 1, the number of electrons; this is the f-sum rule. In the present model

$$S_v=\frac{2\Omega^2}{\Omega}\frac{1}{2\omega_0}=\frac{\Omega}{\omega_0},\qquad
S_p=\frac{2\omega_0^2}{\Omega}\frac{1}{2\omega_0}=\frac{\omega_0}{\Omega}.$$

Neither is 1 unless $D=0$. Omitting the commutator breaks the sum rule, but including it does not bring back the electron count.

Let $\omega_0=10$ eV and $D=-2$ eV, so that $\Omega=8$ eV. Then $S_v=8/10=0.80$ and $S_p=10/8=1.25$. Diagonalizing $H\mp Fx$ on a grid for a weak force, and dividing the displacement by the force, gives $\alpha=1.372$ Å$^3$. The $p$-only value is larger by the factor $(10/8)^2=1.5625$, which makes it 2.14 Å$^3$. The energies and wave functions are the same in both calculations; the 56% error, relative to the true polarizability, comes from the velocity operator.

## The general statement

For $H=p^2/2+V_{loc}(x)+V_{nl}$ the velocity operator is

$$v=i[H,x]=p+i[V_{nl},x], \tag{3}$$

or $p/m+i[V_{nl},x]/\hbar$ in ordinary units. For a nondegenerate ground state of one electron,

$$S_v=1+\langle[x,[V_{nl},x]]\rangle,\qquad S_vS_p\ge1 . \tag{4}$$

For an insulator with one filled band the same relations hold per electron, with averages over the Brillouin zone.

### Proof for a bound electron

The Schrödinger equation gives $d\langle x\rangle/dt=\langle i[H,x]\rangle$ in any state, so the velocity is $i[H,x]$. From $[p,x]=-i$,

$$i\left[\frac{p^2}{2},x\right]=\frac{i}{2}\big(p[p,x]+[p,x]p\big)=\frac{i}{2}(-2ip)=p .$$

A local potential commutes with $x$. What remains is (3).

Between eigenstates,

$$v_{n0}=i\langle n|Hx-xH|0\rangle=i\Delta_nx_{n0}. \tag{5}$$

Inserting (3) and dividing by $i\Delta_n$ separates the position element into two parts:

$$x_{n0}=\frac{p_{n0}}{i\Delta_n}+\frac{\langle n|[V_{nl},x]|0\rangle}{\Delta_n}.$$

The second part is what is lost when $p$ is used for the velocity. It vanishes for every $n$ if $[V_{nl},x]|0\rangle=0$, which can happen even when $V_{nl}$ is nonlocal. In the oscillator, a projector on the second excited state $\phi_2$ has this property, because $\phi_2$ is orthogonal to both $\phi_0$ and $x\phi_0$. As long as $\phi_0$ remains the ground state, which for a projector of strength $D$ on $\phi_2$ requires $D>-2\omega_0$, its linear response is then given correctly by $p$. A nonlocal potential therefore makes the $p$-only result wrong in general, but not in every case.

For the first relation in (4), use (5) in (2) and complete the sum over states; the term $n=0$ adds nothing because $\Delta_0=0$:

$$S_v=2\sum_n\Delta_n|x_{n0}|^2=2\langle xHx\rangle-2E_0\langle x^2\rangle .$$

Expanding the double commutator in the ground state gives the same expression:

$$\langle[x,[H,x]]\rangle=\langle 2xHx-x^2H-Hx^2\rangle=2\langle xHx\rangle-2E_0\langle x^2\rangle .$$

The kinetic energy contributes $[x,-ip]=-i\cdot i=1$, the local potential nothing, and $V_{nl}$ the remaining term.

For the inequality, consider the mixed sum

$$M=2\,\mathrm{Re}\sum_{n\neq0}\frac{p_{n0}^*v_{n0}}{\Delta_n}
=2\,\mathrm{Re}\;i\sum_{n\ne0}\langle0|p|n\rangle\langle n|x|0\rangle .$$

The term $n=0$ may be added, since it is $i$ times a real number and has no real part. Completeness then gives

$$M=2\,\mathrm{Re}\,\big(i\langle px\rangle\big)=i\langle px\rangle-i\langle xp\rangle=i\langle[p,x]\rangle=1 .$$

Now regard $p_{n0}/\sqrt{\Delta_n}$ and $v_{n0}/\sqrt{\Delta_n}$ as the components of two vectors. The Cauchy–Schwarz inequality says $M^2\le S_pS_v$, which is the second relation in (4). If nonlocality lowers $S_v$ below 1, then $S_p$ is at least $1/S_v$ and lies above 1. If $S_v>1$, the inequality leaves $S_p$ free to lie on either side of 1. It does not fix the sign of the error in $\alpha$, where the transitions carry different weights.

### What the strength sum measures

Let a short, uniform impulse $k$ act on the ground state. It multiplies the wave function by $e^{ikx}$ and raises the mean momentum by $k$. To first order in $k$, the mean velocity just afterwards is

$$\langle e^{-ikx}ve^{ikx}\rangle\simeq\langle v\rangle-ik\langle[x,v]\rangle
=k\,\langle[x,[H,x]]\rangle=kS_v ,$$

where $\langle v\rangle=0$ by (5) and $v=i[H,x]$. The number $S_v$ is thus the initial velocity divided by $k/m$. In the oscillator example an electron given momentum $k$ starts to move at $0.80\,k/m$. A correct calculation with a nonlocal potential should be compared with this double commutator and not with the number of electrons.

### Proof for a filled band

Let the crystal have period $a$, and write the valence state as $e^{ikx}u$ with $u$ periodic. Then $u$ is an eigenfunction of $H_k=e^{-ikx}He^{ikx}$ with energy $E$. Differentiation with respect to $k$ gives

$$\frac{dH_k}{dk}=e^{-ikx}(-ixH+iHx)e^{ikx}=e^{-ikx}\,i[H,x]\,e^{ikx}\equiv v_k . \tag{6}$$

So the velocity in a crystal includes the $k$ derivative of the nonlocal potential. The commutator is lattice periodic even though $x$ is not: if $V_{nl}$ has the kernel $V(x,x')$, its commutator with $x$ has the kernel $V(x,x')(x'-x)$, which is unchanged when both arguments move by $a$. Repeating the differentiation gives

$$\frac{d^2H_k}{dk^2}=e^{-ikx}\,i[v,x]\,e^{ikx}=e^{-ikx}[x,[H,x]]e^{ikx}.$$

Let $P_c$ project onto all states at the same $k$ except $u$. Differentiating $(H_k-E)u=0$ and projecting yields

$$P_cu'=-(H_k-E)^{-1}P_cv_ku , \tag{7}$$

where the prime means $d/dk$. Normalization makes $\langle u|u'\rangle$ imaginary, so the part of $u'$ along $u$ drops out of the derivative of any real expectation value. In particular $E'=\langle u|v_k|u\rangle$: the band slope is the mean of the full velocity. One more derivative, with (7), gives

$$E''=\Big\langle\frac{d^2H_k}{dk^2}\Big\rangle-2\sum_c\frac{|v_{cv}|^2}{\Delta_c},\qquad \Delta_c=E_c-E ,$$

where $c$ runs over the empty bands and the subscript $v$ of a matrix element denotes the valence state. Since $E'$ is periodic in $k$, the average of $E''$ over the zone is zero. The average of the last term, with its minus sign, is $-S_v$, so $S_v$ equals the average of the double commutator.

The mean momentum is $\langle u|p+k|u\rangle$. Its $k$ derivative is

$$1+2\,\mathrm{Re}\langle u|(p+k)|u'\rangle=1-2\,\mathrm{Re}\sum_c\frac{p_{cv}^*v_{cv}}{\Delta_c},$$

and this too averages to zero, because the mean momentum is periodic in $k$. The mixed sum is again 1. Cauchy–Schwarz, applied to the sum over $c$ and $k$ together, completes the proof.

## The field perturbation in a crystal

Equation (5) defines what $x$ does to a valence state, apart from its component within the valence band. The periodic part $\bar x$ of $P_cx\psi$ has the components $v_{cv}/(i\Delta_c)$ and so solves

$$(H_k-E)\,|\bar x\rangle=-iP_cv_k|u\rangle . \tag{8}$$

The component of $x\psi$ within the valence band is not needed, because the band is full: it only mixes occupied states with one another, which leaves the set of occupied states, and hence the density, unchanged. Only the mixing into empty bands moves charge. A force $F$ therefore produces a change $\delta u$, lying in the empty bands, that obeys $(H_k-E)|\delta u\rangle=F|\bar x\rangle$; since $\delta u$ has no valence component, only $\bar x$ enters its overlap with $x\psi$. The displacement is $2\,\mathrm{Re}\langle\bar x|\delta u\rangle$, and hence

$$\alpha=\Big\langle 2\langle\bar x|(H_k-E)^{-1}|\bar x\rangle\Big\rangle_k . \tag{9}$$

The vector $\bar x$ enters twice, once as the source of the response and once in measuring the displacement. Equation (8) contains unperturbed quantities alone, so an error in $v_k$ is made before any self-consistent change of the potential is considered.

Let parallel chains each occupy an area $A$, with two electrons per cell, and let the field point along them. The dipole per unit volume is $2\alpha/(aA)$ times the field, so that

$$\varepsilon=1+\frac{4\pi\,(2\alpha)}{aA}. \tag{10}$$

Here the field is the total macroscopic field. Microscopic local fields and the self-consistent response are left out.

### A chain with separable projectors

Take $a=4$ Å, $A=8$ Å$^2$ and the local potential $-V_1\cos(2\pi x/a)$ with $V_1=8$ eV. Each cell also has a term $D|\beta\rangle\langle\beta|$, where $\beta\propto x\,e^{-x^2/2s^2}$ is normalized and $s=0.7$ Å. The Fourier transform of $\beta$ is $-ib(q)$ with

$$b(q)=2\pi^{1/4}s^{3/2}\,q\,e^{-q^2s^2/2}.$$

The factors $-i$ and $+i$ cancel in the projector. Summed over cells, the nonlocal potential has the plane-wave elements $(D/a)\,b(q)b(q')$, with $q=k+G$, $q'=k+G'$ and $G,G'$ reciprocal-lattice vectors. By (6), its contribution to the velocity is

$$\frac{D}{a}\big[b'(q)b(q')+b(q)b'(q')\big].$$

The following numbers come from solving the linear equations with 17 plane waves at each of 48 values of $k$.

For $D=-2$ eV, the slope of the valence band at $k=\pi/2a$, found by finite differences of the energy, is 0.770 eV Å. The mean of the full velocity, times $\hbar$, is also 0.770 eV Å. The mean of $p/m$ gives 0.915 eV Å, which is 19% above the slope.

At the zone edge the lowest transition energy is 6.039 eV. The velocity element, times $\hbar$, is 5.507 eV Å, and the position element is therefore $5.507/6.039=0.912$ Å. With $p/m$ the numerator is 6.539 eV Å and the quotient 1.083 Å.

The Brillouin-zone average (9) is $\alpha=1.819$ Å$^3$ per electron. Equation (10) gives

$$\varepsilon=1+\frac{4\pi\times2\times1.819}{4\times8}=2.43 .$$

With $p$ in place of $v_k$ in (8), the polarizability is 2.703 Å$^3$ and the dielectric constant 3.12. Three projector strengths compare as follows; $\varepsilon_p$ is the $p$-only value.

| $D$ (eV) | $S_v$ | $S_p$ | $\varepsilon$ | $\varepsilon_p$ |
|---|---|---|---|---|
| $-2$ | 0.81 | 1.23 | 2.43 | 3.12 |
| $0$ | 1.00 | 1.00 | 2.11 | 2.11 |
| $+2$ | 1.19 | 0.84 | 1.91 | 1.66 |

The error of $\varepsilon_p$, relative to $\varepsilon$, is $+29\%$ for the attractive projector and $-13\%$ for the repulsive one. The true $\varepsilon$ also varies with $D$, because the projector changes the energies and wave functions. Omitting the commutator is thus not the same as omitting the nonlocal potential: for $D=-2$ eV it gives 3.12, not the 2.11 of the purely local chain.

The dielectric constant can be found without any velocity operator. Apply a potential energy $\lambda\cos qx$ of long wavelength. The force is $\lambda q\sin qx$, and the mean displacement per electron is $\alpha$ times this force. With $1/a$ electrons of each spin per unit length, conservation of particles gives the long-wavelength part of the density change, its Fourier component at wavevector $q$,

$$\delta n=-\frac{d}{dx}\left(\frac{\alpha}{a}\lambda q\sin qx\right)=-\frac{\alpha}{a}\lambda q^2\cos qx$$

per spin as $q\to0$. The density also rearranges within each cell, in proportion to the force and hence to $q$; that part has wavevectors $\pm q+G$ with $G\neq0$ and is not used. Diagonalizing the Hamiltonian with this potential in supercells of 24 and 48 cells, reading $\alpha$ from the component at $q$, and removing the leading error, proportional to $q^2$, from the two values of $\alpha$, gives $\varepsilon=2.43$ for $D=-2$ eV and 1.91 for $D=+2$ eV. These are the values obtained with the commutator.

The product $S_vS_p$ is 1.0016 for $D=-2$ eV, close to its lower bound. This shows how uniform the error is. In this chain the matrix elements can be chosen real, so let $r=p_{cv}/v_{cv}$ and average it with weights proportional to $v_{cv}^2/\Delta_c$. The mixed sum gives $\langle r\rangle=1/S_v=1.23$, and (2) gives $\langle r^2\rangle=S_p/S_v$. The relative variance is therefore

$$\frac{\langle r^2\rangle-\langle r\rangle^2}{\langle r\rangle^2}=S_vS_p-1=0.0016 ,$$

a spread of 4% about the mean. The momentum overestimates the velocity elements by nearly the same factor in all the transitions that carry appreciable weight. In the oscillator, where there is one transition, the spread is zero and $S_vS_p=1$.
